# How Much Spin Polarization Survives Injection from a Metal into a Semiconductor?: verification in Python

```python
"""Spin injection from a ferromagnetic metal F into a semiconductor N.

Result under test: the current polarization at the interface is
    gamma = (P_F r_F + P_b r_b) / (r_F + r_b + r_N)
    r_F = lam_F / (sig_F (1 - P_F^2)),  r_N = lam_N / sig_N,
    r_b = 1 / (g (1 - P_b^2)).
sig: total conductivity; lam: spin relaxation length; g: total interface
conductance per area; P_F, P_b: spin asymmetries of sig_F and g.
J is e times the electron particle flow from F to N; Delta is the spin
splitting of the electrochemical potential divided by e (volts).
The independent side is a two-rail resistor ladder: one rail per spin,
rungs for spin flips, solved from Kirchhoff's laws. SI units inside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e, kB, hbar, m_e = const.e, const.k, const.hbar, const.m_e
CELLS, SPAN = 1600, 16.0        # cells per layer, layer length / lam
UM2 = 1e12                      # ohm m^2 -> ohm um^2


def formula(P_F, r_F, P_b, r_b, r_N):
    return (P_F * r_F + P_b * r_b) / (r_F + r_b + r_N)


def layer(sigma, P, lam, flip=None):
    """Channel conductivities, flip conductance per volume, mesh length."""
    up, down = sigma * (1 + P) / 2, sigma * (1 - P) / 2
    if flip is None:
        flip = 1 / (lam**2 * (1 / up + 1 / down))
    return up, down, flip, lam


def barrier(r_b, P_b):
    """Resistance-area products of the two spin channels."""
    if r_b == 0:
        return 0.0, 0.0
    g = 1 / (r_b * (1 - P_b**2))
    return 2 / (g * (1 + P_b)), 2 / (g * (1 - P_b))


def ladder(metal, semi, contact):
    """Spin current / J in every cell, and Delta / J at the N side.

    The mesh law is applied to each loop between neighbouring rungs.
    The outer ends are short-circuited between the two spins.
    """
    h1, h2 = SPAN * metal[3] / CELLS, SPAN * semi[3] / CELLS

    def join(a, b, c):
        return np.concatenate([np.full(CELLS, a), [b], np.full(CELLS, c)])

    R_up = join(h1 / metal[0], contact[0], h2 / semi[0])
    R_down = join(h1 / metal[1], contact[1], h2 / semi[1])
    half_flip = join(h1 * metal[2] / 2, 0.0, h2 * semi[2] / 2)
    rung = 1 / (2 * (half_flip[:-1] + half_flip[1:]))
    padded = np.concatenate([[0.0], rung, [0.0]])
    bands = np.zeros((3, 2 * CELLS + 1))
    bands[0, 1:] = -rung
    bands[1] = (R_up + R_down) / 2 + padded[:-1] + padded[1:]
    bands[2, :-1] = -rung
    s = solve_banded((1, 1), bands, (R_down - R_up) / 2)
    delta = (s[CELLS] - s[CELLS + 1]) * rung[CELLS]
    return s, delta


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---- model parameters
T, J = 300.0, 1e5
sig_F, lam_F, P_F = 1e7, 10e-9, 0.5
n, mobility, tau_s, mass = 1e22, 0.5, 100e-12, 0.1 * m_e
r_b, P_b = 1e4 / UM2, 0.4

# ---- derived quantities
sig_N = n * e * mobility
D = mobility * kB * T / e
lam_N = np.sqrt(D * tau_s)
r_F = lam_F / (sig_F * (1 - P_F**2))
r_N = lam_N / sig_N

# Flip conductance from the decay time of n_up - n_down, not from lam_N
flip_N = e**2 * n / (4 * kB * T * tau_s)
metal = layer(sig_F, P_F, lam_F)
semi = layer(sig_N, 0.0, lam_N, flip_N)

# ---- general formula for comparable spin resistances, both signs of P_b
worst = 0.0
for pf, pb, x_b, x_n in [(0.3, 0.6, 0.5, 2.0), (0.7, -0.5, 3.0, 1.0),
                         (0.5, 0.2, 0.1, 20.0), (0.9, 0.8, 5.0, 0.3)]:
    F = layer(1.0, pf, 1.0)
    N = layer(1 / x_n, 0.0, 1.0)
    got = ladder(F, N, barrier(x_b, pb))[0][CELLS]
    want = formula(pf, 1 / (1 - pf**2), pb, x_b, x_n)
    worst = max(worst, abs(got - want))
assert worst < 2e-4             # mesh error of order (h/lam)^2

# ---- direct contact: mismatch, and relaxation inside both layers
s0, _ = ladder(metal, semi, barrier(0, 0))
gamma_0 = s0[CELLS]
assert close(gamma_0, formula(P_F, r_F, 0, 0, r_N), 1e-3)
assert close(gamma_0, P_F * r_F / r_N, 1e-3)
h_F, h_N = SPAN * lam_F / CELLS, SPAN * lam_N / CELLS
loss = P_F - s0[:CELLS][::-1]
fit_F = 200 * h_F / np.log(loss[0] / loss[200])
assert close(fit_F, lam_F, 1e-3)
depth = (np.arange(CELLS) + 0.5) * h_F
pol_at_lam = np.interp(lam_F, depth, s0[:CELLS][::-1])
assert close(pol_at_lam, P_F * (1 - np.exp(-1)), 1e-3)

# ---- selective barrier
s1, delta_per_J = ladder(metal, semi, barrier(r_b, P_b))
gamma_b = s1[CELLS]
assert close(gamma_b, formula(P_F, r_F, P_b, r_b, r_N), 1e-3)
inside = s1[CELLS + 1:]
fit_N = 200 * h_N / np.log(inside[0] / inside[200])
assert close(fit_N, lam_N, 1e-3)
delta = delta_per_J * J
assert close(delta, 2 * r_N * gamma_b * J, 1e-3)

# ---- unselective barrier makes the mismatch worse
gamma_u = ladder(metal, semi, barrier(r_b, 0.0))[0][CELLS]
assert close(gamma_u, formula(P_F, r_F, 0, r_b, r_N), 1e-3)
assert gamma_u < gamma_0

# ---- crossover with barrier resistance
scan = []
for ratio in (0.001, 0.1, 1.0, 9.0, 100.0):
    g_scan = ladder(metal, semi, barrier(ratio * r_N, P_b))[0][CELLS]
    assert close(g_scan, P_b * ratio / (1 + ratio), 2e-3)
    scan.append((ratio, g_scan))

# ---- normal metal in place of the semiconductor
sig_M, lam_M = 5e7, 500e-9
r_M = lam_M / sig_M
gamma_M = ladder(metal, layer(sig_M, 0.0, lam_M), barrier(0, 0))[0][CELLS]
assert close(gamma_M, formula(P_F, r_F, 0, 0, r_M), 1e-3)

# ---- nearly half-metallic ferromagnet with r_F equal to r_N
one_minus_P2 = lam_F / (sig_F * r_N)
P_half = np.sqrt(1 - one_minus_P2)
gamma_half = ladder(layer(sig_F, P_half, lam_F), semi,
                    barrier(0, 0))[0][CELLS]
assert close(gamma_half, 0.5, 1e-3)

# ---- density polarization from Fermi-Dirac integrals at fixed density
N_c = 2 * (mass * kB * T / (2 * np.pi * hbar**2))**1.5


def density(eta):
    """One spin; integration variable is sqrt(energy / kT)."""
    val = quad(lambda t: 2 * t * t / (1 + np.exp(t * t - eta)), 0, 8,
               epsabs=0, epsrel=1e-11)[0]
    return N_c / 2 * 2 / np.sqrt(np.pi) * val


split = e * delta / (2 * kB * T)
eta_0 = brentq(lambda y: (density(y + split) + density(y - split)) / n - 1,
               -15, 2, xtol=1e-12)
n_up, n_down = density(eta_0 + split), density(eta_0 - split)
pol_n = (n_up - n_down) / (n_up + n_down)
assert close(pol_n, np.tanh(split), 0.01)   # weak degeneracy remains

# ---- drift: s'' - eps s' - s = 0 in units of lam_N, s(0) = 1
field = J / sig_N
eps = e * field * lam_N / (kB * T)
M = 4000
h = SPAN / M
ab = np.zeros((3, M - 1))
ab[0, 1:] = 1 / h**2 - eps / (2 * h)
ab[1] = -2 / h**2 - 1
ab[2, :-1] = 1 / h**2 + eps / (2 * h)
rhs = np.zeros(M - 1)
rhs[0] = -(1 / h**2 + eps / (2 * h))
profile = np.concatenate([[1.0], solve_banded((1, 1), ab, rhs), [0.0]])
drift_factor = h * (profile.sum() - 0.5)    # injected flux = total decay
assert abs(drift_factor - (1 + eps / 2)) < 5e-5

# ---- output
print(f"temperature                        {T:.0f} K")
print(f"thermal voltage kT/e               {1e3*kB*T/e:.2f} mV")
print(f"current density J                  {J:.1e} A/m^2")
print(f"F conductivity                     {sig_F:.2e} S/m")
print(f"F spin relaxation length           {lam_F*1e9:.1f} nm")
print(f"F conductivity asymmetry P_F       {P_F:.2f}")
print(f"N electron density                 {n:.1e} m^-3")
print(f"N mobility                         {mobility:.2f} m^2/(V s)")
print(f"N spin decay time                  {tau_s*1e12:.0f} ps")
print(f"N effective mass                   {mass/m_e:.2f} m_e")
print(f"N conductivity                     {sig_N:.1f} S/m")
print(f"N diffusion constant               {D:.5f} m^2/s")
print(f"N spin relaxation length           {lam_N*1e6:.3f} um")
print(f"same length from ladder            {fit_N*1e6:.3f} um")
print(f"conductivity ratio N/F             {sig_N/sig_F:.3e}")
print(f"length ratio F/N                   {lam_F/lam_N:.3e}")
print(f"r_F                                {r_F*UM2:.3e} ohm um^2")
print(f"r_N                                {r_N*UM2:.1f} ohm um^2")
print(f"r_F/r_N                            {r_F/r_N:.3e}")
print(f"general test, largest deviation    {worst:.1e}")
print(f"gamma direct contact, formula      "
      f"{formula(P_F, r_F, 0, 0, r_N):.3e}")
print(f"gamma direct contact, ladder       {gamma_0:.3e}")
print(f"polarization in F at depth lam_F   {pol_at_lam:.3f}")
print(f"barrier r_b                        {r_b*UM2:.1f} ohm um^2")
print(f"barrier asymmetry P_b              {P_b:.2f}")
print(f"gamma with barrier, formula        "
      f"{formula(P_F, r_F, P_b, r_b, r_N):.4f}")
print(f"gamma with barrier, ladder         {gamma_b:.4f}")
print(f"gain over direct contact           {gamma_b/gamma_0:.2e}")
print(f"gamma, barrier with P_b = 0        {gamma_u:.3e}")
for ratio, value in scan:
    print(f"r_b/r_N = {ratio:<7g} gamma            {value:.3e}")
print(f"normal metal conductivity          {sig_M:.1e} S/m")
print(f"normal metal relaxation length     {lam_M*1e9:.0f} nm")
print(f"normal metal spin resistance       {r_M*UM2:.3e} ohm um^2")
print(f"gamma into normal metal            {gamma_M:.4f}")
print(f"1 - P_F needed for r_F = r_N       {1-P_half:.2e}")
print(f"gamma for that ferromagnet         {gamma_half:.4f}")
print(f"Delta_N with barrier               {delta*1e3:.4f} mV")
print(f"density polarization, tanh         {np.tanh(split):.3e}")
print(f"density polarization, Fermi-Dirac  {pol_n:.3e}")
print(f"J/g of the barrier                 "
      f"{J*r_b*(1-P_b**2)*1e3:.3f} mV")
print(f"field in N                         {field:.1f} V/m")
print(f"drift parameter eps                {eps:.2e}")
print(f"drift factor, numerical            {drift_factor:.5f}")
print("tests ok")
```

Printed output:

```
temperature                        300 K
thermal voltage kT/e               25.85 mV
current density J                  1.0e+05 A/m^2
F conductivity                     1.00e+07 S/m
F spin relaxation length           10.0 nm
F conductivity asymmetry P_F       0.50
N electron density                 1.0e+22 m^-3
N mobility                         0.50 m^2/(V s)
N spin decay time                  100 ps
N effective mass                   0.10 m_e
N conductivity                     801.1 S/m
N diffusion constant               0.01293 m^2/s
N spin relaxation length           1.137 um
same length from ladder            1.137 um
conductivity ratio N/F             8.011e-05
length ratio F/N                   8.796e-03
r_F                                1.333e-03 ohm um^2
r_N                                1419.2 ohm um^2
r_F/r_N                            9.395e-07
general test, largest deviation    3.0e-06
gamma direct contact, formula      4.697e-07
gamma direct contact, ladder       4.697e-07
polarization in F at depth lam_F   0.316
barrier r_b                        10000.0 ohm um^2
barrier asymmetry P_b              0.40
gamma with barrier, formula        0.3503
gamma with barrier, ladder         0.3503
gain over direct contact           7.46e+05
gamma, barrier with P_b = 0        5.838e-08
r_b/r_N = 0.001   gamma            4.001e-04
r_b/r_N = 0.1     gamma            3.636e-02
r_b/r_N = 1       gamma            2.000e-01
r_b/r_N = 9       gamma            3.600e-01
r_b/r_N = 100     gamma            3.960e-01
normal metal conductivity          5.0e+07 S/m
normal metal relaxation length     500 nm
normal metal spin resistance       1.000e-02 ohm um^2
gamma into normal metal            0.0588
1 - P_F needed for r_F = r_N       3.52e-07
gamma for that ferromagnet         0.5000
Delta_N with barrier               0.0994 mV
density polarization, tanh         1.923e-03
density polarization, Fermi-Dirac  1.914e-03
J/g of the barrier                 0.840 mV
field in N                         124.8 V/m
drift parameter eps                5.49e-03
drift factor, numerical            1.00275
tests ok
```
